# Two-band superconductivity: critical temperature, gaps and the Leggett mode

## Problem

A clean superconductor has two bands, $j=1,2$, with constant densities of states $N_j$ per spin. Electrons with energy $|\xi|<\omega_c$ from the Fermi level attract each other through the Suhl-Matthias-Walker interaction

$$H=\sum_{jk\sigma}\xi_{jk}\,c^\dagger_{jk\sigma}c_{jk\sigma}-\sum_{ij}V_{ij}P_i^\dagger P_j,\qquad P_j=\sum_k c_{j,-k\downarrow}c_{jk\uparrow}.$$

Here $V$ is real and symmetric, $V_{11},V_{22}>0$ and $V_{12}\neq0$. Define $\lambda_{ij}=V_{ij}N_j$. Work in mean field and weak coupling, with $\omega_c$ an energy much larger than the gaps and $k_BT_c$.

1. Show that the largest eigenvalue of $\lambda$ sets $T_c$.
2. Find $T_c$ and both gaps for set A: $\omega_c=60$ meV, $N_2/N_1=1.25$, $\lambda_{11}=0.32$, $\lambda_{22}=0.15$, $\lambda_{12}=0.05$, $\lambda_{21}=0.04$. These round parameters describe a strong band, a weak band and weak interband coupling.
3. Derive the frequency of the uniform relative-phase (Leggett) mode at $T=0$. Decide whether it is sharp for set A and for set B, which differs by $\lambda_{22}=0.30$, $\lambda_{12}=0.005$, $\lambda_{21}=0.004$.

## Solution

### 1. Gap equations and $T_c$

Mean-field decoupling gives $\Delta_i=\sum_jV_{ij}\langle P_j\rangle$. For $\Psi=(c_{k\uparrow},c^\dagger_{-k\downarrow})^T$ the one-pair Hamiltonian and density matrix, $\rho_{ab}=\langle\Psi_b^\dagger\Psi_a\rangle$, are

$$\mathsf h=\begin{pmatrix}\xi&-\Delta\\-\Delta^*&-\xi\end{pmatrix},\qquad \rho=\begin{pmatrix}n&f\\f^*&1-n\end{pmatrix},\qquad f=\langle c_{-k\downarrow}c_{k\uparrow}\rangle .$$

Since $\mathsf h^2=E^2$ with $E=\sqrt{\xi^2+|\Delta|^2}$, equilibrium gives $\rho=\tfrac12[1-(\mathsf h/E)\tanh(E/2k_BT)]$. Hence $f=(\Delta/2E)\tanh(E/2k_BT)$. Summing over $-\omega_c<\xi<\omega_c$,

$$\Delta_i=\sum_j\lambda_{ij}F_j\Delta_j,\qquad F_j=\int_0^{\omega_c}\!d\xi\,\frac{\tanh(E_j/2k_BT)}{E_j}. \tag{1}$$

**No solution above $T_c$.** Multiply (1) by $\sqrt{N_iF_i}$ and set $b_j=\sqrt{N_jF_j}\,\Delta_j$. Then

$$b_i=\sum_j\sqrt{F_i}\,S_{ij}\sqrt{F_j}\,b_j,\qquad S_{ij}=\sqrt{N_i}V_{ij}\sqrt{N_j}.$$

The symmetric matrix $S=N^{1/2}\lambda N^{-1/2}$ has the eigenvalues of $\lambda$; the largest, $\lambda_m$, is positive because $V_{11}>0$. Taking the scalar product with $b$,

$$\sum_j|b_j|^2\le\lambda_m\sum_jF_j|b_j|^2\le\lambda_mL(T)\sum_j|b_j|^2,\qquad L(T)=\int_0^{\omega_c}\!d\xi\,\frac{\tanh(\xi/2k_BT)}{\xi}.$$

The last step holds because $\tanh(E/2k_BT)/E$ falls with $E$; it is strict for a nonzero gap. A solution therefore needs $\lambda_mL(T)>1$. As $L$ falls with $T$, this means $T<T_c$, where $\lambda_mL(T_c)=1$.

**One positive solution below $T_c$.** Take $V_{12}>0$; if $V_{12}<0$, the replacement $c\to ic$ in band 2 reverses the signs of $V_{12}$ and $\Delta_2$. The eigenvector of $\lambda_m$ has

$$v_2/v_1=(\lambda_m-\lambda_{11})/\lambda_{12}>0. \tag{2}$$

Insert $\Delta=\epsilon v$ with small $\epsilon>0$ into the right side of (1). The result is approximately $\lambda_mL\,\epsilon v>\epsilon v$. Each $\Delta_jF_j=\int d\xi\,(\Delta_j/E_j)\tanh(E_j/2k_BT)$ rises with $\Delta_j$ but stays below $\omega_c$, so repeated insertion gives a rising, bounded sequence that converges to a positive solution.

If $\Delta$ and $\Delta'$ were two positive solutions, let $s$ be the largest number with $s\Delta_j\le\Delta'_j$ for both $j$, equality holding at $j=i$. For $s<1$, monotonicity and the growth of $F_j$ as the gap shrinks give $\Delta'_i\ge\sum_j\lambda_{ij}F_j(s\Delta_j)\,s\Delta_j>s\Delta_i$, a contradiction. So $\Delta'\ge\Delta$, and by exchange they are equal. Equal signs are also favoured energetically: only $-2V_{12}\langle P_1\rangle\langle P_2\rangle$ depends on the relative sign.

**Value of $T_c$.** With $x_c=\omega_c/2k_BT$, integration by parts gives, up to terms exponentially small in $x_c$,

$$L=\int_0^{x_c}\frac{\tanh x}{x}dx=\ln x_c-\int_0^\infty\frac{\ln x}{\cosh^2x}dx .$$

Expanding $\cosh^{-2}x=4\sum_n(-1)^{n+1}n\,e^{-2nx}$ yields $\int_0^\infty x^s\cosh^{-2}x\,dx=2^{1-s}\Gamma(1+s)\eta(s)$, with $\eta(s)=\sum_n(-1)^{n+1}n^{-s}$ continued to $s=0$. Averaging the series with its shifted form $1-\sum_n(-1)^{n+1}(n+1)^{-s}$ gives $\eta(s)=\tfrac12+\tfrac12\sum_n(-1)^{n+1}[n^{-s}-(n+1)^{-s}]$, which converges for $s>-1$. At $s=0$ it gives $\eta=\tfrac12$ and $\eta'=\tfrac12\sum_n(-1)^{n+1}\ln\frac{n+1}{n}=\tfrac12\ln\left(\tfrac21\cdot\tfrac23\cdot\tfrac43\cdot\tfrac45\cdots\right)=\tfrac12\ln(\pi/2)$ by Wallis's product. The $s$-derivative at zero is $-\ln2-\gamma+\ln(\pi/2)=\ln(\pi/4)-\gamma$, where $\gamma$ is Euler's constant. Thus $L=\ln(2e^\gamma\omega_c/\pi k_BT)$ and

$$\boxed{k_BT_c=\frac{2e^\gamma}{\pi}\,\omega_c\,e^{-1/\lambda_m}}$$

### 2. Gaps for set A

The eigenvalues are

$$0.235\pm\sqrt{0.085^2+0.05\times0.04}=0.33105,\ 0.13895 .$$

So $k_BT_c=1.134\times60\,e^{-1/0.33105}=3.32$ meV, or $T_c=38.5$ K. The bands alone would have $k_BT_c=2.99$ and $0.087$ meV. Interband coupling raises the common $T_c$ because $\lambda_m$ exceeds both diagonal elements.

At $T=0$, $F_j=\operatorname{arcsinh}(\omega_c/\Delta_j)$. Iterating (1) from positive gaps gives $\Delta_1=6.435$ meV and $\Delta_2=1.967$ meV, with $F_1=2.9287$ and $F_2=4.1114$. Substitution confirms them (in meV):

$$0.32(6.435)(2.9287)+0.05(1.967)(4.1114)=6.435,$$
$$0.04(6.435)(2.9287)+0.15(1.967)(4.1114)=1.967.$$

At finite temperature the same iteration gives:

| $T/T_c$ | $\Delta_1$ (meV) | $\Delta_2$ (meV) | $\Delta_2/\Delta_1$ |
|---|---|---|---|
| 0 | 6.43 | 1.97 | 0.306 |
| 0.50 | 5.91 | 1.54 | 0.261 |
| 0.80 | 4.32 | 1.01 | 0.233 |
| 0.95 | 2.30 | 0.51 | 0.224 |

Both gaps close at the same $T_c$, where (2) gives the ratio $(0.33105-0.32)/0.05=0.221$.

At $T=0$, $\Delta_1/k_BT_c=1.94$ and $\Delta_2/k_BT_c=0.59$ lie on opposite sides of the one-band value $\pi e^{-\gamma}=1.764$. To see why, multiply (1) by the positive left eigenvector $w$ of $\lambda$:

$$\sum_jw_j\Delta_j(\lambda_mF_j-1)=0 .$$

For unequal gaps, one $F_j$ is above $1/\lambda_m$ and the other below. Since $F_j=\operatorname{arcsinh}(\omega_c/\Delta_j)$, the gaps straddle $\omega_c/\sinh(1/\lambda_m)$. With the boxed $T_c$ this equals $\pi e^{-\gamma}k_BT_c/(1-e^{-2/\lambda_m})$, which tends to the one-band value in weak coupling and lies 0.24% above it for set A. Nearly equal gaps can both lie slightly above $\pi e^{-\gamma}k_BT_c$.

### 3. Relative-phase mode

**Linearized motion.** From $i\hbar\dot\rho=[\mathsf h,\rho]$, with $z=1-2n$,

$$i\hbar\dot f=2\xi f-\Delta z,\qquad \hbar\dot z=4\,\mathrm{Im}(\Delta f^*).$$

At $T=0$ write $f=\Delta_j/2E+x+iy$, $z=\xi/E+\zeta$, and let the field become $\Delta_j+i\delta_j$. To first order,

$$\hbar\dot x=2\xi g,\qquad \hbar\dot\zeta=-4\Delta_jg,\qquad \hbar\dot y=-2\xi x+\Delta_j\zeta,\qquad g=y-\frac{\delta_j}{2E}.$$

Here $y,\zeta$ are even and $x$ is odd in $\xi$. Hence $\sum_kx=0$ and no gap-amplitude change is generated; this uses the symmetry of the bands about the Fermi level. Differentiating the third equation gives $\hbar^2\ddot y=-4E^2g=-4E^2y+2E\delta_j$. At frequency $\omega$, with $\Omega=\hbar\omega$, this means $y=2E\delta_j/(4E^2-\Omega^2)$. Since $\delta_i=\sum_jV_{ij}\sum_ky$,

$$\delta_i=\sum_j\lambda_{ij}\Pi_j\delta_j,\qquad \Pi_j=\int_0^{\omega_c}\!d\xi\,\frac{4E_j}{4E_j^2-\Omega^2}. \tag{3}$$

The total particle number is constant, because $\sum_i\mathrm{Im}(\Delta_i\langle P_i\rangle^*)=\mathrm{Im}\sum_{ij}V_{ij}\langle P_j\rangle\langle P_i\rangle^*=0$. The uniform mode thus produces no net charge oscillation for the long-range Coulomb force to act on.

**Mode condition.** Put $\xi=\Delta_j\sinh u$, $x_j=\Omega/2\Delta_j$, then $t=\tanh u$. For $\omega_c\gg\Delta_j,\Omega$,

$$\Pi_j-F_j=\int_0^\infty\!\frac{x_j^2\,du}{\cosh^2u-x_j^2}=\int_0^1\!\frac{x_j^2\,dt}{1-x_j^2+x_j^2t^2}=\frac{x_j\arcsin x_j}{\sqrt{1-x_j^2}}\equiv h_j .$$

Set $\delta_j=\Delta_j\phi_j$, with $\phi_j$ the small phases, and apply $\lambda^{-1}$ to (3). Equation (1) gives $\sum_j(\lambda^{-1})_{ij}\Delta_j=F_i\Delta_i$; subtract $\phi_i$ times this. The off-diagonal elements of $\lambda^{-1}$ are $-\lambda_{12}/\det\lambda$ and $-\lambda_{21}/\det\lambda$, so with $\theta=\phi_1-\phi_2$

$$\frac{\lambda_{12}\Delta_2}{\det\lambda}\,\theta=h_1\Delta_1\phi_1,\qquad -\frac{\lambda_{21}\Delta_1}{\det\lambda}\,\theta=h_2\Delta_2\phi_2 .$$

If $\theta=0$, a nonzero common phase requires $\Omega=0$. Otherwise, solve for $\phi_1$ and $\phi_2$, subtract, and divide by $\theta$:

$$\det\lambda=\frac{\lambda_{12}\Delta_2}{\Delta_1h_1}+\frac{\lambda_{21}\Delta_1}{\Delta_2h_2}. \tag{4}$$

For $\Omega$ far below twice the smaller gap, $h_j\simeq\Omega^2/4\Delta_j^2$, and for $V_{12}>0$ and $\det\lambda>0$

$$\boxed{(\hbar\omega_0)^2=4\Delta_1\Delta_2\,\frac{\lambda_{12}+\lambda_{21}}{\det\lambda}}$$

In this limit $\phi_1/\phi_2=-\lambda_{12}/\lambda_{21}=-N_2/N_1$: the phases move oppositely. The frequency vanishes as $V_{12}\to0$, when each phase becomes free.

**When the mode is sharp.** Take $\Delta_2<\Delta_1$ and $V_{12}>0$. Below $2\Delta_2$ the right side of (4) is positive, so $\det\lambda\leq0$ allows no undamped mode. For $\det\lambda>0$, it falls from infinity as $\Omega$ rises, because both $h_j$ grow. At $2\Delta_2$, $h_2$ diverges and only the first term survives. An undamped root therefore exists if and only if

$$C=\frac{\lambda_{12}\Delta_2}{\det\lambda\;\Delta_1\,h(\Delta_2/\Delta_1)}<1 .$$

**Set A.** Here $\det\lambda=0.046$, and the simple formula gives

$$\hbar\omega_0=\sqrt{4(6.435)(1.967)(0.09)/0.046}\ \text{meV}=9.95\ \text{meV}.$$

This exceeds $2\Delta_2=3.93$ meV, violating the formula's own condition, and $C=3.33$. There is no sharp mode: the relative phase can decay by breaking pairs in band 2.

To find what remains, add a drive $-\sum_i(i\epsilon_iP_i^\dagger+\text{h.c.})$ with real $\epsilon_i\propto\cos\omega t$. The total field is $\delta=\epsilon+Vp$, where $p_j=N_j\Pi_j\delta_j$, so $(V^{-1}-N\Pi)\delta=V^{-1}\epsilon$. Choose $V^{-1}\epsilon=s(1/\Delta_1,-1/\Delta_2)$. Multiplying row $i$ by $\Delta_i$ and using (1) as before,

$$J\theta-a_1\phi_1=s,\qquad -J\theta-a_2\phi_2=-s,\qquad J=\frac{V_{12}\Delta_1\Delta_2}{\det V},\quad a_i=N_i\Delta_i^2h_i .$$

Adding gives $a_1\phi_1=-a_2\phi_2$, hence $\phi_1=a_2\theta/(a_1+a_2)$ and

$$D=\frac{\theta}{s}=\frac{1}{J-a_1a_2/(a_1+a_2)} .$$

The drive energy is $-2\epsilon\cdot p$, so the mean absorbed power is $\omega\,\mathrm{Im}(\epsilon\cdot p)$. With $p=V^{-1}(\delta-\epsilon)$ this equals $\omega s^2\,\mathrm{Im}D$. Above $2\Delta_2$, the causal continuation $\Omega\to\Omega+i0$ gives

$$h_2=\frac{x_2(-\operatorname{arccosh}x_2+i\pi/2)}{\sqrt{x_2^2-1}} .$$

The energy absorbed per cycle is $2\pi s^2\,\mathrm{Im}D$; the power carries the extra factor $\omega$. Below $2\Delta_1$ the power has a local maximum near 5.7 meV, slightly above that of $\mathrm{Im}D$; above $2\Delta_1$ it rises again. Between $2\Delta_2$ and $2\Delta_1$, $\mathrm{Im}D$ has its maximum at 5.54 meV (1.34 THz). Its half-maximum points are 4.67 and 7.39 meV, a full width of 2.72 meV. These values use the infinite-cutoff $h_j$; keeping $\omega_c=60$ meV in $\Pi_j$ moves all three energies up by 0.01 meV (5.55, 4.68 and 7.40 meV) and leaves the width unchanged. In this model, 9.95 meV is therefore neither a sharp mode energy nor the position of this broad maximum.

**Set B.** Now $\Delta_1=5.510$ meV, $\Delta_2=4.508$ meV, $\det\lambda=0.09598$ and $C=0.031$, so the mode is sharp. The simple formula gives

$$\hbar\omega_0=\sqrt{4(5.510)(4.508)(0.009)/0.09598}\ \text{meV}=3.05\ \text{meV}\quad(0.738\ \text{THz}),$$

well below $2\Delta_2=9.02$ meV. Equation (4) gives 2.96 meV (0.716 THz). The simple value is 3.1% above this root because $h(x)>x^2$, which lowers the solution of (4). With ten times weaker interband coupling the excess is 0.31%.

The numerical check also integrates the nonlinear equations of motion after a small relative-phase kick. It finds 2.965 meV, in agreement with the finite-cutoff root of (3).

## Values computed for the example and the checks

```
cutoff wc = 60.0 meV, N2/N1 = 1.25
SET A (MgB2-like pattern)
lam11, lam12 = 0.320, 0.050
lam21, lam22 = 0.040, 0.150
det lam = 0.04600
eigenvalues = 0.33105, 0.13895
kTc from eigenvalue = 3.3177 meV; Tc = 38.50 K
kTc from gap equations at tiny gap = 3.3176 meV
kTc of band 1 alone = 2.9891 meV
kTc of band 2 alone = 0.0866 meV
gap ratio D2/D1 at Tc, eigenvector = 0.2209
gap ratio D2/D1 at tiny gap, numerical = 0.2209
T/Tc = 0.00: D1 = 6.4347 meV, D2 = 1.9667 meV, D2/D1 = 0.3056
T/Tc = 0.50: D1 = 5.9134 meV, D2 = 1.5444 meV, D2/D1 = 0.2612
T/Tc = 0.80: D1 = 4.3198 meV, D2 = 1.0077 meV, D2/D1 = 0.2333
T/Tc = 0.95: D1 = 2.3001 meV, D2 = 0.5145 meV, D2/D1 = 0.2237
T=0 integrals F1, F2 = 2.9287, 4.1114
D1/kTc, D2/kTc at T=0 = 1.940, 0.593
one-band value pi*exp(-gamma) = 1.764
2*D2, 2*D1 at T=0 = 3.933, 12.869 meV
simple Leggett formula = 9.952 meV (2.406 THz)
sharp-mode criterion C = 3.332
absorption maximum = 5.537 meV (1.339 THz)
half-maximum points = 4.673, 7.393 meV
full width at half maximum = 2.720 meV
SET B (two similar bands)
lam11, lam12 = 0.320, 0.005
lam21, lam22 = 0.004, 0.300
det lam = 0.09598
D1, D2 at T=0 = 5.5100, 4.5078 meV
2*D2 = 9.016 meV
sharp-mode criterion C = 0.0313
simple Leggett formula = 3.0522 meV (0.7380 THz)
full root, closed h = 2.9602 meV (0.7158 THz)
full root, finite cutoff = 2.9649 meV
time evolution after phase kick = 2.9652 meV
simple formula too high by 3.11 percent
same with lam12 = 0.0005: 0.312 percent
```
